\section*{Edge Capacitance of Two Wide Parallel Strips}

\section{Edge capacitance of a pair of wide strips}

Two flat, perfectly conducting strips of width $w$ and negligible thickness lie face to face, a distance $d$ apart, in a uniform dielectric of permittivity $\varepsilon=\varepsilon_r\varepsilon_0$. They are much longer than $w$ and $d$, carry equal and opposite charges, and have no other conductor near them. With
\begin{equation}
r=\frac{w}{d},\qquad L=\ln(2\pi r),
\end{equation}
their capacitance per length for $r\gg1$ is
\begin{equation}
\frac{C}{\varepsilon}=r+\frac{1+L}{\pi}+\frac{L+\tfrac12}{\pi^2 r}+O\!\left(\frac{L^2}{r^2}\right).
\label{result}
\end{equation}
The first term is the parallel-plate value. The second is the edge correction $\varepsilon[1+\ln(2\pi w/d)]/\pi$, and the third shows how fast the approximation improves. The derivation maps the field region onto a rectangle, which gives $C$ for any $w/d$, and then takes the limit of wide strips.

\subsection{The map}

Let the strips occupy $|x|<w/2$ at $y=\pm d/2$, with potentials $\pm V/2$. The potential is odd in $y$, so the line $y=0$ is at zero potential. It is even in $x$, so no flux crosses the line $x=0$. It is enough to treat the quadrant $x<0$, $y>0$, cut along the half strip $-w/2<x<0$, $y=d/2$.

Put $z=x+iy$ and map the upper half of a $u$-plane onto this region. Follow the boundary with the region on the left. The ground line, from $x=-\infty$ to the origin, corresponds to $u<0$. The axis inside the gap corresponds to $0<u<1$, the two faces of the strip to $1<u<1/k^2$ with the tip at some $u_t$ between, and the axis above the strip to $u>1/k^2$. The interior angle is $\pi/2$ at $u=0,\,1,\,1/k^2$ and $2\pi$ at the tip. An angle $\alpha$ contributes a factor with exponent $\alpha/\pi-1$ to the Schwarz--Christoffel formula, so
\begin{equation}
\frac{dz}{du}=A\,\frac{u-u_t}{\sqrt{u(1-u)(1-k^2u)}} .
\end{equation}
At large $u$ this gives $z\propto u^{1/2}$, as a quadrant requires.

Now set $u=\mathrm{sn}^2(v,k)$. Since $du=2\,\mathrm{sn}\,\mathrm{cn}\,\mathrm{dn}\,dv$ and the square root equals $\mathrm{sn}\,\mathrm{cn}\,\mathrm{dn}$, we get $dz/dv=2A(\mathrm{sn}^2v-u_t)$. Because $\mathrm{sn}^2=(1-\mathrm{dn}^2)/k^2$, this has the form
\begin{equation}
\frac{dz}{dv}=iB\left[\mathrm{dn}^2(v,k)-a\right],
\label{map}
\end{equation}
with constants $a$ and $B$. Write $m=k^2$, $m_1=1-m$, and
\begin{equation}
F(\varphi|m)=\int_0^\varphi\!\frac{d\theta}{\sqrt{1-m\sin^2\theta}},\qquad
E(\varphi|m)=\int_0^\varphi\!\sqrt{1-m\sin^2\theta}\,d\theta .
\end{equation}
Their values at $\varphi=\pi/2$ are $K$ and $E$ for parameter $m$, and $K'$ and $E'$ for parameter $m_1$. The upper half $u$-plane corresponds to the rectangle $0<\mathrm{Re}\,v<K$, $0<\mathrm{Im}\,v<K'$. Its left side is the ground line, its right side is the strip, and its other two sides are the parts of the axis $x=0$.

On the strip put $v=K+i(K'-\eta)$, so that $\eta=0$ is the centre of the outer face and $\eta=K'$ the centre of the inner face. The quarter-period and imaginary-argument relations of the elliptic functions give
\begin{equation}
\mathrm{dn}^2(v,k)=m_1\,\mathrm{sn}^2(\eta,k')=1-\mathrm{dn}^2(\eta,k'),\qquad k'^2=m_1 .
\end{equation}
Here $dv=-i\,d\eta$, so (\ref{map}) becomes
\begin{equation}
dx=B\left[1-a-\mathrm{dn}^2(\eta,k')\right]d\eta .
\label{dx}
\end{equation}
Both face centres have $x=0$, so the integral from $0$ to $K'$ must vanish. With $\int_0^{K'}\mathrm{dn}^2(\eta,k')\,d\eta=E'$ this gives $1-a=E'/K'$.

The constant $B$ follows from the height of the strip. Integrating (\ref{map}) from $v=0$ to $v=K$,
\begin{equation}
\frac{id}{2}=iB\left[E-K+\frac{KE'}{K'}\right]
=iB\,\frac{EK'+E'K-KK'}{K'}=\frac{i\pi B}{2K'},
\end{equation}
where the last step is Legendre's relation $EK'+E'K-KK'=\pi/2$. Hence $B=dK'/\pi$.

\subsection{Capacitance and width for any ratio}

In the rectangle the potential is zero on the left side and $V/2$ on the right, and no flux crosses the other two. It is therefore $(V/2)\,\mathrm{Re}\,v/K$. A conformal map preserves flux, so an interval $d\eta$ of the half strip carries the charge
\begin{equation}
dq=\frac{\varepsilon V}{2K}\,d\eta .
\label{dq}
\end{equation}
The half strip, both faces included, carries $\varepsilon VK'/(2K)$. The whole strip carries twice this, and division by $V$ gives
\begin{equation}
\frac{C}{\varepsilon}=\frac{K'}{K}.
\label{cexact}
\end{equation}

The width comes from integrating (\ref{dx}) from the outer centre. With $\sin\varphi=\mathrm{sn}(\eta,k')$, which means $\eta=F(\varphi|m_1)$,
\begin{equation}
|x|=\frac{dK'}{\pi}\left[E(\varphi|m_1)-\frac{E'}{K'}F(\varphi|m_1)\right].
\label{xabs}
\end{equation}
The tip is the point of largest $|x|$, where $\mathrm{dn}^2(\eta,k')=E'/K'$. There is one such point, because $\mathrm{dn}^2$ falls steadily along the strip and $E'/K'$ is its mean. Calling it $\varphi_*$, with $\eta_*=F(\varphi_*|m_1)$, we have
\begin{equation}
\sin^2\varphi_*=\frac{1-E'/K'}{m_1},\qquad
\frac wd=\frac{2K'}{\pi}\left[E(\varphi_*|m_1)-\frac{E'}{K'}\,\eta_*\right].
\label{wexact}
\end{equation}
Equations (\ref{cexact}) and (\ref{wexact}) give $C$ as a function of $w/d$ through the parameter $m$, with no restriction on the ratio.

\subsection{Wide strips}

A large capacitance means large $K'/K$, hence small $m$. Define $\lambda=\pi C/(2\varepsilon)=\pi K'/(2K)$. For small $m$, $K\to\pi/2$ and $K'\to\ln(4/\sqrt m)$, so
\begin{equation}
m\simeq16\,e^{-2\lambda}.
\end{equation}
Corrections in powers of $m$ are exponentially small and can be dropped beside powers of $1/\lambda$. Then $K'=\lambda$, $E'=1$ and $\sin^2\varphi_*=1-1/\lambda$. Some care is needed with the incomplete integrals, because $\varphi_*$ is close to $\pi/2$. Their integrands contain
\begin{equation}
1-m_1\sin^2\theta=\cos^2\theta\,(1+m\tan^2\theta),
\end{equation}
and since $\cos^2\varphi_*=1/\lambda$, the term $m\tan^2\theta$ is at most of order $m\lambda$, which is still exponentially small. So $E(\varphi_*|m_1)\to\sin\varphi_*$ and $\eta_*\to\int_0^{\varphi_*}d\theta/\cos\theta=\mathrm{artanh}(\sin\varphi_*)$, and
\begin{equation}
\frac wd=\frac2\pi\left[\lambda S-\mathrm{artanh}\,S\right],\qquad S=\sqrt{1-\frac1\lambda}.
\label{wide}
\end{equation}

Expand both terms in $1/\lambda$. From $S=1-1/(2\lambda)-1/(8\lambda^2)+\dots$,
\begin{equation}
\lambda S=\lambda-\frac12-\frac1{8\lambda}+O(\lambda^{-2}).
\end{equation}
For the other term use $1-S^2=1/\lambda$:
\begin{align}
\mathrm{artanh}\,S&=\frac12\ln\frac{(1+S)^2}{1-S^2}=\ln(1+S)+\frac12\ln\lambda\nonumber\\
&=\frac12\ln(4\lambda)-\frac1{4\lambda}+O(\lambda^{-2}),
\label{artanh}
\end{align}
because $1+S=2[1-1/(4\lambda)+\dots]$. With $X=\pi r/2$, (\ref{wide}) becomes
\begin{equation}
X=\lambda-\frac12-\frac12\ln(4\lambda)+\frac1{8\lambda}+O(\lambda^{-2}).
\end{equation}

This is solved for $\lambda$ by iteration. Since $\ln(4X)=\ln(2\pi r)=L$, the first round gives $\lambda=X+\tfrac12(1+L)+O(L/X)$. Its logarithm is
\begin{equation}
\ln(4\lambda)=L+\frac{1+L}{2X}+O\!\left(\frac{L^2}{X^2}\right),
\label{loglambda}
\end{equation}
and the second round gives
\begin{align}
\lambda&=X+\frac12+\frac12\left[L+\frac{1+L}{2X}\right]-\frac1{8X}+\dots\nonumber\\
&=X+\frac{1+L}{2}+\frac{2L+1}{8X}+O\!\left(\frac{L^2}{X^2}\right).
\end{align}
Multiplying by $2/\pi$ and inserting $X=\pi r/2$ gives (\ref{result}).

\subsection{Where the extra charge sits}

By (\ref{dq}) the outer faces contribute $C_{\rm out}=\varepsilon\eta_*/K$. For wide strips this is $(2\varepsilon/\pi)\,\mathrm{artanh}\,S$, and (\ref{artanh}) with (\ref{loglambda}) gives
\begin{equation}
\frac{C_{\rm out}}{\varepsilon}=\frac1\pi\left[L+\frac{1+L}{2X}-\frac1{2X}\right]+\dots=\frac L\pi+\frac{L}{\pi^2r}+\dots
\label{outer}
\end{equation}
Subtraction from (\ref{result}) leaves the inner faces:
\begin{equation}
\frac{C_{\rm in}}{\varepsilon}=r+\frac1\pi+\frac1{2\pi^2r}+\dots
\label{inner}
\end{equation}
To leading order the logarithm is thus charge on the backs of the strips, and the constant $1/\pi$ is surplus charge on the facing surfaces.

The surplus can be located. Near the tip $\eta$ is large, and $\sin\varphi=\tanh\eta\simeq1-2e^{-2\eta}$. Put $\eta=\eta_*+\zeta$, with $\zeta>0$ on the inner face and $\zeta<0$ on the outer. By (\ref{artanh}), $e^{2\eta_*}\simeq4\lambda$, so (\ref{xabs}) becomes
\begin{equation}
|x|\simeq\frac d\pi\left[\lambda-\eta_*-\zeta-\tfrac12e^{-2\zeta}\right].
\end{equation}
The distance from the edge, $s=w/2-|x|$, vanishes at $\zeta=0$, and therefore
\begin{equation}
s=\frac d{2\pi}\left[2\zeta-1+e^{-2\zeta}\right].
\label{edge}
\end{equation}
The width has dropped out: this is the field at the edge of a semi-infinite pair of plates. On the inner face the charge between the edge and $s$ is $\varepsilon V\zeta/\pi$. With (\ref{edge}),
\begin{equation}
\frac{\varepsilon V}{\pi}\zeta=\frac{\varepsilon V}{d}\,s+\frac{\varepsilon V}{2\pi}\left(1-e^{-2\zeta}\right).
\end{equation}
The first term is the parallel-plate charge. The second saturates at $\varepsilon V/2\pi$ per edge, so two edges give the $1/\pi$ in (\ref{inner}). For $s$ beyond about $d$ we have $2\zeta\simeq1+2\pi s/d$, and the remainder decays as $e^{-2\pi s/d}$. The surplus lies within a fraction of the gap from the edge.

The outer face behaves differently. Away from the edges $\eta$ is of order one, and (\ref{xabs}) reduces at leading order to $2|x|/w=\tanh\eta$. The charge density is then
\begin{equation}
\sigma_{\rm out}=\frac{\varepsilon V}\pi\frac{d\eta}{d|x|}
=\frac{\varepsilon V}{2\pi}\left[\frac1{w/2-x}+\frac1{w/2+x}\right].
\label{sigout}
\end{equation}
This is the leading form only: at $w/d=10$ it is about 10\% high at the centre of the face, and more toward the edges. Each edge contributes a density falling as the inverse of the distance from it. Such a tail has no length of its own. It is cut off at the gap on one side and at the width on the other, hence the logarithm of $w/d$. This also fixes the factor 2 inside it. On the outer face of a semi-infinite pair, (\ref{edge}) gives $2|\zeta|\simeq\ln(2\pi s/d)$. Stopping at the middle, $s=w/2$, would give a total of $(\varepsilon V/\pi)\ln(\pi w/d)$ from two edges. The tail of the opposite edge adds $(\varepsilon V/2\pi)\int_0^{w/2}ds/(w-s)=(\varepsilon V/2\pi)\ln2$ to each half, and the sum is $(\varepsilon V/\pi)\ln(2\pi w/d)$.

Very near the edge, (\ref{edge}) gives $s\simeq d\zeta^2/\pi$, so the density on either face is $\varepsilon V/(2\sqrt{\pi ds})$. It diverges, but its integral is finite. The capacitance of the thin-strip model is well defined, while its peak field is not.

\subsection{A pair of wide interconnect lines}

Take two lines on neighbouring metal levels of a chip, separated by a low-permittivity dielectric, with rough typical values $w=2000$ nm, $d=200$ nm and $\varepsilon_r=2.7$. Then $r=10$, $L=\ln(62.83)=4.1405$ and $\varepsilon=23.906$ aF/$\mu$m. The terms of (\ref{result}) are
\begin{align}
\varepsilon r&=239.06\ \mathrm{aF}/\mu\mathrm m,\nonumber\\
\varepsilon(1+L)/\pi&=23.906\times5.1405/\pi=39.12\ \mathrm{aF}/\mu\mathrm m,\\
\varepsilon(L+\tfrac12)/(\pi^2r)&=23.906\times4.6405/98.70=1.12\ \mathrm{aF}/\mu\mathrm m.\nonumber
\end{align}
The first two add to $278.18$ aF/$\mu$m, or $2.7818\times10^{-10}$ F/m. Solving (\ref{wexact}) numerically for $m$ and using (\ref{cexact}) gives $279.26$ aF/$\mu$m for the same thin strips. Relative to this value, the parallel-plate term alone is 14.4\% low and the sum of two terms 0.39\% low. The third term brings the sum to $279.30$ aF/$\mu$m.

The outer faces hold $32.48$ aF/$\mu$m of the total, against $31.51$ from the leading term $\varepsilon L/\pi$. The inner faces hold $246.78$, against $246.67$ from $\varepsilon(r+1/\pi)$. Most of the error of the two-term formula therefore comes from the backs, as the factor $L$ in the correction of (\ref{outer}) leads one to expect.

The same comparison for other ratios is as follows, with the error relative to the numerical solution of (\ref{wexact}).

\begin{center}
\begin{tabular}{rrrr}
$w/d$ & $C/\varepsilon$ & $r+(1+L)/\pi$ & error (\%)\\
1 & 2.116 & 1.903 & $-10.0$\\
2 & 3.263 & 3.124 & $-4.3$\\
5 & 6.491 & 6.416 & $-1.2$\\
10 & 11.681 & 11.636 & $-0.39$\\
20 & 21.883 & 21.857 & $-0.12$\\
50 & 52.161 & 52.149 & $-0.02$
\end{tabular}
\end{center}

\subsection{What a real line changes}

The sub-percent accuracy above belongs to the model. Real lines break its assumptions, and the following changes are each taken alone, relative to $279.26$ aF/$\mu$m, with $w$, $d$ and $\varepsilon_r$ held fixed.

Interconnect metal is not thin compared with the gap. For rectangular bars 200 nm thick, with the facing surfaces still 200 nm apart, a boundary-element calculation of the surface charge gives $291.5$ aF/$\mu$m, an increase of 4.4\%. This is about a third of the whole edge term. An etch-stop layer in the gap matters as much. If 20 nm of the dielectric is replaced by a layer of relative permittivity 5, the gap acts as one of $180+20\times2.7/5=190.8$ nm. Applied to the parallel-plate part alone, this estimate raises $C$ by 4.1\%.

Metal about one gap away has the largest effect of those sized here. Let grounded planes lie a distance $g$ above the upper strip and below the lower one, with the strips driven at $\pm V/2$. The charge on one strip per volt between the strips was found from the integral equation for the charge, using the Green function between grounded planes. It is $380.4$ aF/$\mu$m for $g=200$ nm, $282.9$ for $g=2000$ nm and $279.4$ for $g=10\,000$ nm, which are increases of 36\%, 1.3\% and 0.06\%. The first can be understood from flat plates. The outer face sees half the voltage across an equal gap, so the plate charge per volt rises by half, to $1.5\times239.06=358.6$ aF/$\mu$m, and edge charge makes up the rest. Part of this charge ends on the planes, so it is no longer the capacitance of an isolated pair.

In a dense stack the next metal level is typically about one dielectric thickness away, and (\ref{result}) should not be used there. It suits a wide pair driven with equal and opposite charges, whose nearest other metal is at least about a strip width away. Planes at that distance on both sides still add 1.3\% at $w/d=10$, and more for narrower pairs, about 2.7\% at $w/d=5$. For thick metal the formula needs a thickness correction. If instead one line is switched while the other line and the surrounding metal are grounded, the pair carries a net charge whose field ends on that metal. This adds to the load on the switched line, falls off only slowly with distance, and is not contained in (\ref{result}). At 1 V the mean field in the gap is 0.05 MV/cm, far below the breakdown field of such dielectrics, roughly a few MV/cm. The field at the edges is higher, and its peak depends on the rounding of the metal, which the thin-strip model leaves out.
